\section*{Energy Slopes: the Hellmann–Feynman Theorem, Pulay Terms and Degenerate Levels, part 1}

(Sections cited here and not found follow in the second part.)

\section{Exact states, variational states and moving bases}

At a bond length of $2.3$ bohr, the unrestricted Hartree--Fock energy of the molecule NO, computed with 28 atom-centred basis functions, rises with the bond length $R$ at a rate of $0.107$ hartree/bohr. The expectation value of $\partial H/\partial R$ in the same state, with the oxygen nucleus as the one that moves, is $-0.751$ hartree/bohr. It has the wrong sign and seven times the magnitude: it would push the nuclei apart where the computed energy pulls them together. A simpler failure occurs in the first excited level of a planar oscillator perturbed by $\lambda xy$. The states with one quantum along $x$ or along $y$ both have $\langle xy\rangle=0$, yet the two energies leave the unperturbed level with slopes $+1/2$ and $-1/2$. In both cases the slope of an energy has been equated with the expectation value of the slope of the Hamiltonian, under conditions in which the two differ.

Let $H(\lambda)$ be a self-adjoint Hamiltonian depending on a real parameter $\lambda$, with a domain that doesn't depend on $\lambda$. A prime denotes $d/d\lambda$, so $H'=\partial H/\partial\lambda$. At a chosen point $\lambda_0$ write $H_0=H(\lambda_0)$, $\delta=\lambda-\lambda_0$ and $R_0(z)=(z-H_0)^{-1}$. The smoothness assumed is that, for one $z_0$ outside the spectrum,
\begin{equation}
\frac{H(\lambda)-H_0}{\delta}\,R_0(z_0)\;\longrightarrow\;H'R_0(z_0)
\qquad(\delta\to0)
\label{eq:smooth}
\end{equation}
in operator norm. Differentiable finite matrices satisfy this. So do bounded potentials whose difference quotient in $\lambda$ converges uniformly in position to a bounded function. Because $R_0(z)=R_0(z_0)[1+(z_0-z)R_0(z)]$, the limit then holds uniformly on any closed contour that avoids the spectrum.

This assumption makes the states differentiable. With $R(z)=(z-H(\lambda))^{-1}$,
\begin{equation}
R-R_0=R\,[(z-H_0)-(z-H)]\,R_0=R\,(H-H_0)\,R_0 ,
\end{equation}
and solving for $R$ gives $R=R_0[1-(H-H_0)R_0]^{-1}$, which exists for small $\delta$ and tends to $R_0$. Hence $(R-R_0)/\delta\to R_0H'R_0$. Let a contour enclose one isolated level and nothing else of the spectrum. The projector onto the enclosed states,
\begin{equation}
P(\lambda)=\frac{1}{2\pi i}\oint R(z)\,dz ,
\label{eq:riesz}
\end{equation}
is therefore differentiable. Its rank can't change for small $\delta$: if one of two projectors had the larger rank, its range would contain a unit vector annihilated by the other, and their difference would have norm at least one. Since $H_0R_0=zR_0-1$ is bounded, the difference quotient of $P$ also converges after multiplication by $H_0$, so $H_0P'$ is well defined.

For a nondegenerate level with state $|\psi_0\rangle$ at $\lambda_0$, the vector $P(\lambda)|\psi_0\rangle$, divided by its norm, is a differentiable normalized eigenstate $|\psi(\lambda)\rangle$. Differentiating $E=\langle\psi|H|\psi\rangle$ gives
\begin{align}
E'&=\langle\psi'|H|\psi\rangle+\langle\psi|H'|\psi\rangle+\langle\psi|H|\psi'\rangle\nonumber\\
&=\langle\psi|H'|\psi\rangle+E\left(\langle\psi'|\psi\rangle+\langle\psi|\psi'\rangle\right).
\end{align}
The second line uses $H|\psi\rangle=E|\psi\rangle$ on the right in the first term and, by self-adjointness, on the left in the last. The bracket is the derivative of $\langle\psi|\psi\rangle=1$ and vanishes. This is the Hellmann--Feynman theorem,
\begin{equation}
\frac{dE}{d\lambda}=\langle\psi|H'|\psi\rangle .
\label{eq:hf}
\end{equation}
For the lowest level of a general Hermitian $7\times7$ family, the right side is $-0.68476672$, and differences of the eigenvalue give the same digits.

The state does change with $\lambda$, but its first-order change has no first-order effect on the energy. The effect appears one order later. If $H$ is twice differentiable, differentiating (\ref{eq:hf}) gives $E''=\langle H''\rangle+2\,\mathrm{Re}\langle\psi'|H'|\psi\rangle$, which does contain the response of the state.

The fixed domain matters. A particle with $\hbar=m=1$ between hard walls a distance $L$ apart has $E_n=\pi^2n^2/(2L^2)$ and hence $dE_n/dL=-2E_n/L$, although the expression $-\tfrac12d^2/dx^2$ contains no $L$. The parameter sits in the boundary condition. With $x=Ls$ the domain becomes fixed, $0<s<1$, and $H=-(2L^2)^{-1}d^2/ds^2$. Then $\partial H/\partial L=-2H/L$, and (\ref{eq:hf}) gives the correct slope.

Condition (\ref{eq:smooth}) also excludes the displacement of a point nucleus in this operator form. The derivative of its Coulomb potential grows as $1/r^2$ near the nucleus, and the square of that, with the volume element $r^2dr$, isn't integrable when the state is nonzero there. The expectation value itself remains finite. For the molecule treated below, a finite basis is used and only matrix elements are differentiated, so this restriction doesn't enter.

The theorem extends to certain approximate states. Let $|\psi_p\rangle$ be a family of trial states labelled by real parameters $p=(p_1,p_2,\dots)$, where the family itself doesn't depend on $\lambda$, and let
\begin{equation}
\mathcal E(p,\lambda)=\frac{\langle\psi_p|H(\lambda)|\psi_p\rangle}{\langle\psi_p|\psi_p\rangle}.
\end{equation}
If the parameters follow a differentiable path $p(\lambda)$, the chain rule gives
\begin{equation}
\frac{dE}{d\lambda}=\frac{\partial\mathcal E}{\partial\lambda}
+\sum_k\frac{\partial\mathcal E}{\partial p_k}\frac{dp_k}{d\lambda}.
\label{eq:chain}
\end{equation}
At fixed $p$ only $H$ depends on $\lambda$, so the first term is $\langle H'\rangle$. The sum vanishes if every parameter that moves is stationary, $\partial\mathcal E/\partial p_k=0$. Equation (\ref{eq:hf}) then holds for the approximate state and its approximate energy. A minimum isn't required. The path is differentiable, by the implicit function theorem, if the stationarity conditions are continuously differentiable in $p$ and $\lambda$ and the matrix of second derivatives $\partial^2\mathcal E/\partial p_k\partial p_l$ is nonsingular once redundant parameters have been removed.

The price of a parameter that isn't stationary follows from the quotient. For a state normalized at the point considered, differentiating numerator and denominator gives
\begin{equation}
\frac{\partial\mathcal E}{\partial p_k}=2\,\mathrm{Re}\langle\partial_k\psi|H|\psi\rangle-E\,2\,\mathrm{Re}\langle\partial_k\psi|\psi\rangle
=2\,\mathrm{Re}\langle\partial_k\psi|(H-E)|\psi\rangle .
\label{eq:response}
\end{equation}
Multiplying by $dp_k/d\lambda$ and summing turns the extra term in (\ref{eq:chain}) into $2\,\mathrm{Re}\langle\psi'|(H-E)|\psi\rangle$.

A particle in a quartic potential, $H=p^2/2+\lambda x^4$ with $\hbar=m=1$, shows the distinction. The trial function $\psi\propto e^{-ax^2/2}$ has $\langle x^2\rangle=1/(2a)$ and $\langle x^4\rangle=3/(4a^2)$. Since $d\psi/dx=-ax\psi$, its kinetic energy is $\tfrac12a^2\langle x^2\rangle=a/4$, so
\begin{equation}
\mathcal E(a,\lambda)=\frac a4+\frac{3\lambda}{4a^2},\qquad
\frac{\partial\mathcal E}{\partial a}=\frac14-\frac{3\lambda}{2a^3}.
\end{equation}
The stationary exponent obeys $a^3=6\lambda$. At $\lambda=1$ it is $a=1.8171$, with energy $0.6814$ and $\langle x^4\rangle=0.2271$. The length scale of the state is $a^{-1/2}$, here $0.74$, so a larger exponent $a$ means a narrower state. Along the stationary path $3\lambda/(4a^2)=a/8$, so $E=3a/8=\tfrac38(6\lambda)^{1/3}$ and $dE/d\lambda=a/(8\lambda)=0.2271$, in agreement.

Now let the exponent follow the rule $a=\lambda^{1/3}$, which isn't optimal. The energy becomes $\lambda^{1/3}(\tfrac14+\tfrac34)=\lambda^{1/3}$, with slope $1/3$ at $\lambda=1$, whereas $\langle x^4\rangle=3/4$. The response term is $(\tfrac14-\tfrac32)\cdot\tfrac13=-0.4167$, and $0.7500-0.4167=0.3333$. If $a$ is instead held at $1$ for all $\lambda$, the energy is $\tfrac14+\tfrac34\lambda$ and its slope equals $\langle x^4\rangle$, although the state at $\lambda=1$ is the same. What spoils the theorem is a non-stationary parameter that moves with $\lambda$.

A basis attached to a moving object brings in such motion through the trial space itself. Let $\chi_\mu(\lambda)$, $\mu=1,\dots,M$, be linearly independent, differentiable basis functions and $|\psi\rangle=\sum_\mu c_\mu|\chi_\mu\rangle$. Define the matrices $\mathbf H_{\mu\nu}=\langle\chi_\mu|H|\chi_\nu\rangle$ and $\mathbf S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$. Making the energy stationary in the coefficients at fixed norm gives
\begin{equation}
\mathbf Hc=E\,\mathbf Sc,\qquad c^\dagger\mathbf Sc=1 .
\label{eq:gen}
\end{equation}
For a nondegenerate root, differentiate $E=c^\dagger\mathbf Hc$ and use (\ref{eq:gen}) in the two terms containing $c'$:
\begin{equation}
E'=c^\dagger\mathbf H'c+E\left(c'^\dagger\mathbf Sc+c^\dagger\mathbf Sc'\right).
\end{equation}
The derivative of the normalization condition shows that the bracket equals $-c^\dagger\mathbf S'c$. Therefore
\begin{equation}
E'=c^\dagger(\mathbf H'-E\,\mathbf S')c .
\label{eq:matrix}
\end{equation}
Here $\mathbf H'$ is the derivative of the whole matrix and includes the motion of the functions:
\begin{equation}
\mathbf H'_{\mu\nu}=\langle\chi_\mu|H'|\chi_\nu\rangle+\langle\chi'_\mu|H|\chi_\nu\rangle+\langle\chi_\mu|H|\chi'_\nu\rangle .
\end{equation}
The overlap derivative has the last two terms with $H$ replaced by one. Introduce $|\eta\rangle=\sum_\mu c_\mu|\chi'_\mu\rangle$, the change of the state when the functions move and the coefficients are frozen. Inserting both derivatives in (\ref{eq:matrix}) and combining complex-conjugate pairs gives
\begin{equation}
\frac{dE}{d\lambda}=\langle\psi|H'|\psi\rangle+2\,\mathrm{Re}\,\langle\eta|(H-E)|\psi\rangle .
\label{eq:pulay}
\end{equation}
The second term is the Pulay term.

Equation (\ref{eq:gen}) says that $\langle\chi_\mu|(H-E)|\psi\rangle=0$ for every $\mu$: the residual $(H-E)|\psi\rangle$ is orthogonal to the basis span. Only the part of $|\eta\rangle$ outside the span contributes. The term thus vanishes when the span is fixed, even if the functions rotate within it, and when $|\psi\rangle$ is exact. Orthonormality isn't enough: it makes $\mathbf S'=0$ in (\ref{eq:matrix}), but $\mathbf H'$ still contains the moving functions. By the Cauchy--Schwarz inequality the term is at most $2\|\eta_\perp\|\,\|(H-E)\psi\|$ in magnitude, where $\eta_\perp$ is the part outside the span.

Two Gaussian wells make this leakage explicit. Take $\hbar=m=1$ and
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}-3e^{-(x+1)^2}-3e^{-(x-\lambda)^2}
\end{equation}
at $\lambda=1$, with $N$ oscillator functions $\phi_n(x-\lambda)$, $n=0,\dots,N-1$, riding on the right-hand well. With $y=x-\lambda$, the ladder operators $(y\pm d/dy)/\sqrt2$ give $d/dy$ as their difference divided by $\sqrt2$, so
\begin{equation}
\frac{\partial}{\partial\lambda}\phi_n(x-\lambda)=-\frac{d\phi_n}{dy}
=\sqrt{\frac{n+1}{2}}\,\phi_{n+1}-\sqrt{\frac n2}\,\phi_{n-1}.
\end{equation}
Only the top function, $n=N-1$, leaks out of the span, into $\phi_N$. The coefficients are real and $\langle\phi_N|\psi\rangle=0$, so the Pulay term is
\begin{equation}
2c_{N-1}\sqrt{N/2}\;\langle\phi_N|H|\psi\rangle .
\end{equation}
For the lowest state the values are as follows.
\begin{center}
\begin{tabular}{rrrr}
$N$ & $\langle H'\rangle$ & Pulay & $dE/d\lambda$\\
2 & 0.8753 & 0.0812 & 0.9565\\
4 & 0.9425 & 0.1698 & 1.1123\\
8 & 0.8351 & $-0.0018$ & 0.8333\\
32 & 0.8366 & 0.0000 & 0.8366
\end{tabular}
\end{center}
The last column comes from energy differences and agrees with the sum of the two before it. The term dies out in the large basis, but it doubles between $N=2$ and $N=4$ first. At $N=4$ the bare expectation value is nearer to the converged slope $0.8366$ than the corrected value is. The Pulay term supplies the slope of the energy actually computed in the given basis; it doesn't repair that energy.

The slope of the energy equals $\langle H'\rangle$ for an isolated nondegenerate eigenstate and for a trial state stationary in every parameter that moves, while a moving basis adds the Pulay term. It remains to carry this over to the Hartree--Fock forces in NO and to find the slopes of degenerate levels.
